# Critical screening length of a Yukawa donor by Numerov integration and bisection

## A screened well that can be solved by hand

Consider the zero-energy equation

$$u''(x)=-\frac{g}{e^{x}-1}\,u(x),\qquad u(0)=0 .$$

The well behaves as $-g/x$ near the origin and dies off as $-g\,e^{-x}$ far away, like a screened Coulomb well. At $g=1$ the solution is $u=1-e^{-x}$, because $u''=-e^{-x}$ and

$$\frac{1-e^{-x}}{e^x-1}=\frac{e^{-x}(e^x-1)}{e^x-1}=e^{-x}.$$

This solution has no zero at $x>0$ and becomes flat at large $x$. To see what the flatness means, add a binding energy and try $u=e^{-\kappa x}(1-e^{-x})$ in $u''=[\kappa^2-g/(e^x-1)]u$. The left side is $\kappa^2e^{-\kappa x}-(\kappa+1)^2e^{-(\kappa+1)x}$. The right side is $\kappa^2e^{-\kappa x}-(\kappa^2+g)e^{-(\kappa+1)x}$. They agree if $(\kappa+1)^2=\kappa^2+g$, or

$$\kappa=\frac{g-1}{2}.$$

The function is normalizable for $g>1$. As $g\to1$ its tail becomes infinitely long, the binding energy, proportional to $\kappa^2$, vanishes quadratically, and the zero-energy solution goes flat. The Yukawa donor behaves in the same way, but its threshold must be found numerically.

## The donor equation in one parameter

An electron of isotropic effective mass $m^*$ moves in a medium of static relative permittivity $\varepsilon$ and is attracted by one singly charged donor:

$$V(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}e^{-r/\lambda}.$$

With $u$ equal to $r$ times the radial wave function,

$$-\frac{\hbar^2}{2m^*}\frac{d^2u}{dr^2}+\left[\frac{\hbar^2l(l+1)}{2m^*r^2}+V(r)\right]u=Eu .$$

Define

$$a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m^*e^2},\qquad \mathrm{Ry}^*=\frac{\hbar^2}{2m^*a^{*2}} .$$

Put $r=\lambda x$ and multiply by $-2m^*\lambda^2/\hbar^2$. The coefficient of the Yukawa term becomes $2m^*e^2\lambda/(4\pi\varepsilon_0\varepsilon\hbar^2)=2\lambda/a^*$. For $l=0$,

$$u''=Q(x)u,\qquad Q=\kappa^2-g\,w(x),\qquad w=\frac{e^{-x}}{x},\qquad g=\frac{2\lambda}{a^*},$$

where $\kappa^2=-2m^*\lambda^2E/\hbar^2$, so that $E=-\mathrm{Ry}^*(\kappa a^*/\lambda)^2$. At threshold $\kappa=0$ and $g$ is the one remaining parameter. A critical $g_c$ therefore fixes $\lambda_c/a^*=g_c/2$ for every mass and permittivity.

The last bound state is an s state. Suppose that some $l>0$ state were bound. Its radial function, used as a trial function for $l=0$, has a lower mean energy, since the positive centrifugal term is missing. An s state would then lie lower still.

## Counting states by counting zeros

Integrate outward with $u(0)=0$, $u'(0)=1$. Let $Q$ change by a small $\delta Q$, and let $v$ be the change of $u$. Then $v''=Qv+\delta Q\,u$, and

$$(uv'-vu')'=uv''-vu''=\delta Q\,u^2 .$$

Integrate from $0$ to a zero $z$ of $u$. The left side gives $-v(z)u'(z)$. The zero moves by $\delta z=-v(z)/u'(z)$, hence

$$\delta z=\frac{1}{u'(z)^2}\int_0^z\delta Q\,u^2\,dx .$$

Raising the energy or raising $g$ makes $\delta Q$ negative, and every zero moves inward. Zeros cannot be created in pairs, since $u=u'=0$ at one point would make $u$ vanish everywhere. Nor can they leave through the origin, where the slope is 1. New zeros enter from infinity.

Far out, $w$ is negligible and $u=Ae^{\kappa x}+Be^{-\kappa x}$. A zero enters when $A$ changes sign, which is when the solution decays and is an eigenstate. At $\kappa=g/2$ there are no zeros: the unscreened well, $Q=g^2/4-g/x$, has the solution $xe^{-gx/2}$, and screening raises $Q$, which moves zeros outward. The number of zeros at a given $\kappa$ is thus the number of s states below the corresponding energy. At $\kappa=0$ it is the number of bound s states, and it never falls as $g$ grows. This monotonicity is what justifies bisection.

The grid ends at $X=Nh$, and a zero may lie beyond it. Substituting the two exponentials gives

$$u_N-e^{-\kappa h}u_{N-1}=Ae^{\kappa X}\left(1-e^{-2\kappa h}\right),$$

because the $B$ terms cancel. If this has the sign opposite to $u_N$, one more zero is counted; there is just one, since $Ae^{2\kappa x}+B$ is monotonic. For $\kappa\to0$ the expression becomes $u_N-u_{N-1}$, which is $h$ times the final slope. The same routine therefore serves at threshold and at finite binding.

The sign of the final slope alone would not do as a criterion over the whole range of $g$. Between the second and third s thresholds $u$ has two zeros and its final slope is positive again.

## A bracket that is proved

The well of the opening example is deeper than the Yukawa well at equal $g$: since $1-e^{-x}<x$,

$$\frac{1}{e^x-1}=\frac{e^{-x}}{1-e^{-x}}>\frac{e^{-x}}{x}.$$

It has no bound state for $g\le1$, because its zero-energy solution at $g=1$ has no zero. The shallower Yukawa well has none either, so $\lambda_c>0.5\,a^*$.

For the other side use the variational principle. A bound state exists if some trial function makes $\int u'^2dx-g\int wu^2dx$ negative. Take $u=1-e^{-x}$, multiplied by $e^{-\kappa x}$ with $\kappa\to0$ to make it normalizable; both integrals tend to their values at $\kappa=0$. The first is $\int_0^\infty e^{-2x}dx=1/2$. For the second,

$$\int_0^\infty\frac{e^{-px}-e^{-qx}}{x}dx=\int_p^q ds\int_0^\infty e^{-sx}dx=\ln\frac qp .$$

Since $e^{-x}(1-e^{-x})^2=(e^{-x}-e^{-2x})-(e^{-2x}-e^{-3x})$,

$$\int_0^\infty wu^2dx=\ln2-\ln\frac32=\ln\frac43 .$$

There is a bound state whenever $g>1/[2\ln(4/3)]$. Therefore

$$0.5<\lambda_c/a^*\le\frac{1}{4\ln(4/3)}\approx0.8690 .$$

## Numerov integration and its error

Add the Taylor series of $u(x_n+h)$ and $u(x_n-h)$:

$$u_{n+1}-2u_n+u_{n-1}=h^2u''_n+\frac{h^4}{12}u^{(4)}_n+\frac{h^6}{360}u^{(6)}_n+\dots$$

The same expansion applied to $u''$ gives

$$h^2u^{(4)}_n=u''_{n+1}-2u''_n+u''_{n-1}-\frac{h^4}{12}u^{(6)}_n+\dots$$

Insert this, using $1/360-1/144=-1/240$, and define $y_n=u_n-h^2u''_n/12=(1-h^2Q_n/12)u_n$. Then

$$y_{n+1}=2y_n-y_{n-1}+h^2Q_nu_n-\frac{h^6}{240}u^{(6)}_n+\dots$$

The algorithm drops the last term and recovers $u_{n+1}=y_{n+1}/(1-h^2Q_{n+1}/12)$. Subtracting the exact recurrence from the computed one and dividing by $h^2$ shows that the error $\eta$ of $u$ obeys, to leading order,

$$\eta''=Q\eta+\frac{h^4}{240}u^{(6)} .$$

The accumulated error is of order $h^4$, provided that the start is good enough.

At the origin $Q$ diverges while $u$ vanishes. Their product has the limit $u''(0)=-g\,u'(0)=-g$, hence $y_0=gh^2/12$, not zero. For $u_1$ insert $u=\sum_n c_nx^n$ and the series of $e^{-x}$ into the equation. Equating powers of $x^{n-1}$ gives

$$n(n+1)c_{n+1}=\kappa^2c_{n-1}-g\sum_{k=0}^{n-1}\frac{(-1)^k}{k!}c_{n-k},$$

with $c_0=0$ and $c_1=1$. The first results are $c_2=-g/2$ and $c_3=(\kappa^2+g+g^2/2)/6$. The series is kept through $x^{12}$.

An error $\delta$ in $y_0$, with $y_1$ correct, has two effects. It rescales $u$ by a relative amount of order $\delta/h$, which moves no zero, and it mixes in a solution that does not vanish at the origin, with amplitude of order $\delta$. Setting $y_0=0$ would therefore leave an error of order $h^2$ in the threshold and lose the fourth order.

The order was tested by finding the threshold with $h=0.08$, $0.04$ and $0.02$. If $g(h)=g_c+Ch^4$, the ratio of successive differences is $2^4=16$. The computed ratio is 15.98.

## Bisection and the conditioning of the root

The production grid has $h=0.01$ and $X=30$, in units of $\lambda$. Each step of the bisection takes the midpoint in $g$ and keeps the half in which the count changes from 0 to 1. The first six midpoints are:

| $\lambda/a^*$ | final slope | bound? |
|---|---|---|
| 0.68451 | +0.10275 | no |
| 0.77676 | +0.03834 | no |
| 0.82289 | +0.00989 | no |
| 0.84595 | −0.00344 | yes |
| 0.83442 | +0.00315 | no |
| 0.84019 | −0.00016 | yes |

The root now lies between 0.83442 and 0.84019, an interval $2^6$ times narrower than the original 0.369. Continuing to 50 halvings gives

$$g_c=1.67981,\qquad \lambda_c=0.83990\,a^* .$$

How strongly does an error of the slope move the root? Let $s=u'(\infty)$ and $u_\infty=u(\infty)$ at threshold. The identity for $uv'-vu'$, with $\delta Q=-w\,\delta g$ and $u'(\infty)=0$, gives $u_\infty\,\delta s=-\delta g\int_0^\infty wu^2dx$. With the threshold solution rescaled to $u_0(\infty)=1$, define

$$J=\int_0^\infty w\,u_0^2\,dx,\qquad\text{so that}\qquad \frac{ds}{dg}=-Ju_\infty .$$

The fourth and sixth rows of the table estimate this derivative as $-0.00328/(2\times0.00576)=-0.285$. A slope error $\delta s$ thus shifts $g$ by about $3.5\,\delta s$, so the root is well conditioned.

Cutting the grid at $X$ omits the slope change $-g\int_X^\infty wu\,dx$. Near threshold its size is below $g\,u_\infty e^{-X}/X$. Division by $Ju_\infty$, with $J=0.441$ from the computed threshold solution, gives an error in $g$ below $2\times10^{-14}$. The grid end does not limit the result.

## An independent determination

At threshold the variational principle reads

$$\frac1{g_c}=\max_u\frac{\int wu^2dx}{\int u'^2dx}.$$

Use $u=\sum_i d_i(1-e^{-ibx})$, which vanishes at the origin and becomes constant far away. The matrices of the denominator and numerator are

$$K_{ij}=\int_0^\infty ijb^2e^{-(i+j)bx}dx=\frac{ijb}{i+j},$$

$$W_{ij}=\ln\frac{(1+ib)(1+jb)}{1+(i+j)b}.$$

The second follows from the logarithmic integral above, after the four exponentials are grouped in pairs. The largest eigenvalue $\mu$ of $Wd=\mu Kd$ gives the upper bound $g_c\le1/\mu$. There is no radial grid and no integration in steps.

With 14 functions and $b=1/2$ the bound is 1.6798078, equal to the shooting result in every printed digit. The second eigenvalue gives the second s threshold at $\lambda=3.2236\,a^*$, again in agreement with the zero count.

A diagonalization in 40 Laguerre functions tests finite binding. Shooting and diagonalization both give $E/\mathrm{Ry}^*=-0.020572$, $-0.296234$ and $-0.653617$ at $\lambda/a^*=1$, 2 and 5. In the same kind of basis the lowest p eigenvalue is $+0.0007\,\mathrm{Ry}^*$ at $4a^*$ and $-0.0082\,\mathrm{Ry}^*$ at $5a^*$. The negative value proves binding at $5a^*$. The positive one, from a finite basis, indicates but does not prove its absence at $4a^*$.

## How the level reaches the band edge

Let $u$ be the bound state for $g$ slightly above $g_c$, scaled so that $u\to e^{-\kappa x}$. From the equations for $u$ and $u_0$,

$$(u_0u'-uu_0')'=\left[\kappa^2-(g-g_c)w\right]uu_0 .$$

The bracket on the left vanishes at both ends, so

$$\kappa^2\int_0^\infty uu_0\,dx=(g-g_c)\int_0^\infty wuu_0\,dx .$$

For small $\kappa$ the first integral is dominated by the tail and equals $1/\kappa$ to leading order. The second tends to $J$. Thus $\kappa\simeq J(g-g_c)$. With $g-g_c=2(\lambda-\lambda_c)/a^*$,

$$E\simeq-4J^2\,\mathrm{Ry}^*\left(1-\frac{\lambda_c}{\lambda}\right)^2,\qquad 4J^2=0.779 .$$

The integral gives $J=0.44124$. Energies found by shooting at $g-g_c=0.004$ and 0.002, with $\kappa/(g-g_c)$ extrapolated linearly to zero, give the same value. The solvable well of the opening passes the same check: its $J$ is $\int e^{-x}(1-e^{-x})dx=1/2$, as $\kappa=(g-1)/2$ requires.

At $\lambda=a^*$ the formula gives $-0.0200\,\mathrm{Ry}^*$, about 3% weaker than the computed binding. At $2a^*$ it is about 12% too weak, so it should be kept near threshold.

For weak screening, expand $-2e^{-r/\lambda}/r$, with lengths in $a^*$ and energies in $\mathrm{Ry}^*$, as $-2/r+2/\lambda-r/\lambda^2$. Since $\langle r\rangle=3/2$ in the unscreened ground state, first-order perturbation theory gives

$$\frac{E}{\mathrm{Ry}^*}\simeq-1+\frac{2a^*}{\lambda}-\frac{3a^{*2}}{2\lambda^2}.$$

At $\lambda=5a^*$ this is $-0.660$, within 1% of the computed $-0.654$.

The numerical energy is worse conditioned near threshold than the threshold itself. An error $\delta g_c$ changes $\kappa$ by $J\,\delta g_c$, so the relative error of $E$ is $2\,\delta g_c/(g-g_c)$, which grows without limit as the state disappears.

## From screening length to carrier density

Let free carriers of density $n(\mu)$ respond locally to a weak, slowly varying potential $\phi$. An electron has potential energy $-e\phi$, so the density rises by $\delta n=e\phi\,dn/d\mu$. Poisson's equation outside the donor becomes

$$\nabla^2\phi=\frac{e\,\delta n}{\varepsilon_0\varepsilon}=\frac{\phi}{\lambda^2},\qquad \frac1{\lambda^2}=\frac{e^2}{\varepsilon_0\varepsilon}\frac{dn}{d\mu}.$$

For spherical symmetry $(r\phi)''=r\phi/\lambda^2$, whose decaying solution is the Yukawa form.

At zero temperature $n=k_F^3/(3\pi^2)$ and $dn/d\mu=m^*k_F/(\pi^2\hbar^2)$, so $1/\lambda^2=4k_F/(\pi a^*)$. The threshold is at $k_F=\pi a^*/(4\lambda_c^2)$. In the dilute limit $dn/d\mu=n/kT$. At intermediate densities the Fermi–Dirac integral is evaluated numerically.

Take rough typical values for a hydrogen-doped polycrystalline indium oxide film: $m^*=0.2\,m_0$, $\varepsilon=9$, mobility 100 cm²/Vs, at 300 K. Then

$$a^*=0.0529\ \text{nm}\times\frac{9}{0.2}=2.38\ \text{nm},\qquad \lambda_c=0.840\times2.38=2.00\ \text{nm},$$

and $\mathrm{Ry}^*=13.6\ \text{eV}\times0.2/81=33.6$ meV. The model's threshold density is $6.1\times10^{18}$ cm⁻³ at 300 K and $3.5\times10^{18}$ cm⁻³ at zero temperature. At the 300 K threshold $\mu=49.7$ meV, about $1.9\,kT$ above the band edge, so neither limit is accurate there.

| $n$ (cm⁻³) | $\lambda$ (nm) | $E$ (meV) | occupancy |
|---|---|---|---|
| $10^{17}$ | 11.4 | −21.5 | 0.17 |
| $10^{18}$ | 3.9 | −6.7 | 0.57 |
| $10^{19}$ | 1.8 | none | – |
| $10^{20}$ | 1.1 | none | – |

Here $n$ is the free-carrier density. The occupancy counts the ground level only: it is $1/[1+\frac12e^{(E-\mu)/kT}]$, with the factor $\frac12$ for the two spin states. At $10^{17}$ cm⁻³ the level exists, yet by this formula about 83% of the donors are ionized. The model also has 2s and 2p levels there, bound by less than 1 meV. Counting them as states of isolated donors would lower the ionized share to about 64%, but their mean radii, above 20 nm, exceed the donor spacing, so that count is not reliable either. In both counts most donors are ionized although a bound state exists. Loss of the bound state and ionization are different events. The occupancy rises at $10^{18}$ cm⁻³ although the level is shallower, because $\mu$ has risen more. That row describes an isolated donor only: the mean orbit radius is 4.8 nm, while the donor spacing implied by the occupancy is about 7.5 nm, so neighbouring orbits already overlap.

## What the number means for a real film

Conducting films of this kind have carrier densities of roughly $10^{20}$ cm⁻³, well above the model's threshold. With the example's mass and permittivity, the model therefore assigns them no hydrogen-like bound donor level. The threshold density itself is much less certain than $\lambda_c/a^*$, and the following estimates start from the example's own numbers.

The largest computed shift comes from the permittivity. If the lattice cannot follow the electron, a rough high-frequency value $\varepsilon=4$ applies. With mass and temperature held fixed, the threshold rises to $4.1\times10^{19}$ cm⁻³, a factor of 6.7, still below $10^{20}$ cm⁻³. The margin is small, however. With $\varepsilon=4$ and a mass of $0.25\,m_0$ the threshold is about $8\times10^{19}$ cm⁻³, and with $0.3\,m_0$ it is about $1.35\times10^{20}$ cm⁻³, above the density of the film. These densities assume a parabolic band, with one mass for both binding and screening. With $\varepsilon=4$ and $0.2\,m_0$ the Fermi level at threshold is already about 0.2 eV above the band edge, where the conduction band of indium oxide is no longer parabolic. A dispersion $E(1+\alpha E)=\hbar^2k^2/2m^*$ with an illustrative $\alpha=0.5$ eV⁻¹, applied to the screening carriers alone, lowers that threshold from $4.1\times10^{19}$ to about $2.8\times10^{19}$ cm⁻³; with $\varepsilon=9$ the drop is only 8%. The comparisons with $10^{20}$ cm⁻³ hold for the parabolic model only.

Screening is also weaker at short distances. At wavenumber $1/\lambda_c$ the carrier response is 0.91 of its long-wave value. If that factor applied throughout, $dn/d\mu$ would have to be 10% larger. Since $dn/d\mu$ varies as $n$ in the dilute limit and as $n^{1/3}$ in the degenerate one, the density would rise by roughly 10 to 33%.

Linear response is itself doubtful near the donor. At $r=\lambda_c$ the potential energy is $2\,\mathrm{Ry}^*(a^*/\lambda_c)e^{-1}=29$ meV deep. At the 300 K threshold $n/(dn/d\mu)=e^2n\lambda_c^2/(\varepsilon_0\varepsilon)=49$ meV, so the linear formula gives $\delta n/n\approx0.6$ there, which is not small, and more inside.

The picture of one sharp level on one isolated donor is doubtful too. The mobility implies a transport scattering time $\tau=\mu_em^*/e$, with $\mu_e$ the mobility, and $\hbar/\tau=58$ meV is larger than $\mathrm{Ry}^*$. This energy is a rough measure of the scattering of band electrons, not a computed width of the donor level. If each carrier comes from one donor, the mean spacing at threshold is 5.5 nm, or $2.3\,a^*$, so neighbouring donors overlap. A real film should then show a gradual merging of donor states with the band edge, not a sharp disappearance at one density. Any extra short-range attraction by the hydrogen ion, absent here, makes $\delta Q$ negative and lowers $\lambda_c$.

The ratio 0.840 is thus a precise property of the Yukawa equation, while the density derived from it is only a rough estimate: plausible changes of permittivity and mass together move it by more than a factor of ten. The complete numerical output follows.

## Computed values

```
grid: step 0.01 and end 30.0 in units of lam
proven bracket for lam_c/a*: 0.5 to 0.8690
bisection 1: lam/a* = 0.68451, final slope = +0.10275
bisection 2: lam/a* = 0.77676, final slope = +0.03834
bisection 3: lam/a* = 0.82289, final slope = +0.00989
bisection 4: lam/a* = 0.84595, final slope = -0.00344
bisection 5: lam/a* = 0.83442, final slope = +0.00315
bisection 6: lam/a* = 0.84019, final slope = -0.00016
g_c by shooting = 1.6798078
g_c variational, 14 functions = 1.6798078
lam_c/a* = 0.839904, a*/lam_c = 1.190612
error ratio on halving the step = 15.98
second s state: lam/a* = 3.22363, variational 3.22363
lowest p eigenvalue at lam = 4 a*: +0.00071 Ry*
lowest p eigenvalue at lam = 5 a*: -0.00820 Ry*
lam = 1 a*: E = -0.020572 Ry*, basis -0.020572 Ry*
lam = 2 a*: E = -0.296234 Ry*, basis -0.296234 Ry*
lam = 5 a*: E = -0.653617 Ry*, basis -0.653617 Ry*
J by integral = 0.44124, from energies = 0.44124
quadratic coefficient 4 J^2 = 0.7788
input: m*/m0 = 0.2, eps = 9.0, T = 300 K
a* = 2.381 nm, Ry* = 33.59 meV
lam_c = 2.000 nm, kT = 25.85 meV
threshold density at 300 K = 6.089e+18 cm^-3
threshold density, T = 0 limit = 3.452e+18 cm^-3
chemical potential at threshold = 49.7 meV
n = 1e+17 cm^-3: lam = 11.43 nm, E = -21.54 meV, occupancy 0.172
n = 1e+18 cm^-3: lam = 3.85 nm, E = -6.69 meV, occupancy 0.574
n = 1e+19 cm^-3: lam = 1.76 nm, no bound state
n = 1e+20 cm^-3: lam = 1.14 nm, no bound state
response at q = 1/lam_c over q = 0 value = 0.908
potential energy depth at r = lam_c: 29.4 meV
hbar/tau at 100 cm2/Vs = 57.9 meV
mean donor spacing n^(-1/3) at threshold = 5.48 nm
threshold density with eps = 4.0: 4.08e+19 cm^-3
```
